# Constraining charge on approaching oxygen with a concave multiplier search: test program

```python
"""Charge-constrained mean-field energy of O2 above a metal cluster.

Result under test: W(V) = min_P { A[P] + V (N_O - N_c) } is concave in the
multiplier V, W' = N_O - N_c, and for a convex functional A its maximum is the
constrained minimum of A. At frozen mean field the search for V is concave for
any functional; for a non-convex functional the full dual can miss the target.

P: density matrix (two spin blocks); A: free energy (eV); N_O: pi* electrons on
O2 (2 = neutral, 3 = anion); q: excess electrons per site; G: Coulomb matrix
(eV); u = G q: mean potential; V > 0 repels electrons from O2.
Lengths in nm, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import erf, expit, xlogy

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
SPACING, HOP, FERMI = 0.286, 1.0, -4.2
WIDTH = 0.10                       # Gaussian charge width
AFFINITY, IONIZATION = 0.4, 12.0   # rough values for O2
HOP_O, R_HOP, DECAY = 1.0, 0.25, 0.10
KT = 0.05
U_SITE = COULOMB / (WIDTH * np.sqrt(np.pi))
LEVEL_MINOR = -AFFINITY - U_SITE / 2       # empty pi* spin orbitals
LEVEL_MAJOR = -IONIZATION + U_SITE / 2     # filled pi* spin orbitals


class Surface:
    def __init__(self, height, nx=4, ny=4, nz=3, kT=KT):
        grid = np.array([(i - (nx - 1) / 2, j - (ny - 1) / 2, -k)
                         for i in range(nx) for j in range(ny)
                         for k in range(nz)], float) * SPACING
        m = len(grid)
        self.m, self.kT, self.electrons = m, kT, m + 2
        sites = np.vstack([grid, [0.0, 0.0, height]])
        dist = np.linalg.norm(sites[:, None] - sites[None], axis=2)
        safe = np.where(dist > 0, dist, 1.0)
        self.G = np.where(dist > 0, COULOMB * erf(safe / (2 * WIDTH)) / safe,
                          U_SITE)
        h = np.zeros((m + 2, m + 2))
        h[:m, :m] = -HOP * (np.abs(dist[:m, :m] - SPACING) < 1e-6)
        h[np.arange(m), np.arange(m)] = FERMI
        r = dist[m, :m]
        for axis in (0, 1):
            c = HOP_O * np.exp(-(r - R_HOP) / DECAY) * grid[:, axis] / r
            h[m + axis, :m] = c
            h[:m, m + axis] = c
        self.coupling2 = float(np.sum(h[m:, :m] ** 2))
        self.h = []
        for level in (LEVEL_MAJOR, LEVEL_MINOR):
            block = h.copy()
            block[m, m] = block[m + 1, m + 1] = level
            self.h.append(block)
        self.site_of = np.append(np.arange(m), [m, m])
        self.to_site = np.zeros((m + 1, m + 2))
        self.to_site[self.site_of, np.arange(m + 2)] = 1.0
        self.n0 = np.append(np.ones(m), 2.0)


class State:
    """Thermal one-particle state in the potential u (sites) plus V on O2."""
    def __init__(self, s, u, V):
        pot = u[s.site_of].copy()
        pot[-2:] += V
        pairs = [np.linalg.eigh(h + np.diag(pot)) for h in s.h]
        self.eps = [p[0] for p in pairs]
        self.C = [p[1] for p in pairs]
        e = np.concatenate(self.eps)
        self.mu = brentq(lambda x: expit((x - e) / s.kT).sum() - s.electrons,
                         e.min() - 5, e.max() + 5, xtol=1e-15, rtol=9e-16)
        self.f = [expit((self.mu - x) / s.kT) for x in self.eps]
        self.free = (-s.kT * np.logaddexp(0, (self.mu - e) / s.kT).sum()
                     + self.mu * s.electrons)
        self.n = s.to_site @ sum((c ** 2) @ f for c, f in zip(self.C, self.f))
        self.s = s

    def kernels(self):
        for e, f, c in zip(self.eps, self.f, self.C):
            de = e[:, None] - e[None]
            near = np.abs(de) < 1e-5
            mid = expit((self.mu - (e[:, None] + e[None]) / 2) / self.s.kT)
            K = np.where(near, -mid * (1 - mid) / self.s.kT,
                         (f[:, None] - f[None]) / np.where(near, 1.0, de))
            yield K, np.diag(K), c

    def slope(self):
        """dN_O/dV at frozen mean field."""
        total = y = norm = 0.0
        for K, fp, c in self.kernels():
            w = c[-2:].T @ c[-2:]
            total += np.sum(K * w ** 2)
            y += fp @ np.diag(w)
            norm += fp.sum()
        return total - y ** 2 / norm

    def response(self):
        """d n_A / d u_B at frozen mean field and fixed electron number."""
        X, y, norm = 0.0, 0.0, 0.0
        for K, fp, c in self.kernels():
            T = (c[:, :, None] * c[:, None, :]).reshape(len(c), -1)
            X = X + self.s.to_site @ ((T * K.ravel()) @ T.T) @ self.s.to_site.T
            y = y + self.s.to_site @ ((c ** 2) @ fp)
            norm += fp.sum()
        return X - np.outer(y, y) / norm

    def density(self):
        return [(c * f) @ c.T for c, f in zip(self.C, self.f)]


def inner_search(s, u, target, V):
    """Bracketed Newton search for the zero of the decreasing N_O(V)-target."""
    lo, hi, stride, last, trace = -np.inf, np.inf, 2.0, np.inf, []
    for _ in range(200):
        st = State(s, u, V)
        trace.append(V)
        g = st.n[-1] - target
        if abs(g) < 1e-10:
            return V, st, trace
        if g > 0:
            lo = V
        else:
            hi = V
        step = g / max(-st.slope(), 1e-12)
        if np.isfinite(lo) and np.isfinite(hi):
            new = V + step
            if not lo < new < hi or abs(g) > 0.5 * last:
                new = (lo + hi) / 2
        else:
            new = V + np.clip(step, -stride, stride)
            stride *= 2
        last, V = abs(g), new
    raise RuntimeError("inner search did not converge")


class Solution:
    pass


def solve(s, target=None, V=0.0):
    """Self-consistent state: N_O = target, or fixed V when target is None."""
    q = np.zeros(s.m + 1)
    if target is not None:
        q[-1] = target - 2
    work = []

    def evaluate(q, V):
        u = s.G @ q
        if target is None:
            st, trace = State(s, u, V), [V]
        else:
            V, st, trace = inner_search(s, u, target, V)
        work.append(len(trace))
        dual = st.free - u @ s.n0 - q @ u / 2 - V * (target or 0.0)
        return V, st, dual

    V, st, dual = evaluate(q, V)
    for outer in range(200):
        r = st.n - s.n0 - q
        if np.max(np.abs(r)) < 1e-8:
            break
        X = st.response()
        if target is not None:
            X = X - np.outer(X[:, -1], X[-1]) / X[-1, -1]
        dq = np.linalg.solve(np.eye(len(q)) - X @ s.G, r)
        gain, a = r @ s.G @ dq, 1.0
        while True:
            V2, st2, dual2 = evaluate(q + a * dq, V)
            if dual2 >= dual + 1e-4 * a * gain - 1e-9:
                break
            a /= 2
            assert a > 1e-7, "outer line search failed"
        q, V, st, dual = q + a * dq, V2, st2, dual2
    else:
        raise RuntimeError("outer loop did not converge")
    out = Solution()
    out.V, out.state, out.q, out.dual = V, st, q, dual
    out.N = st.n[-1]
    out.A = dual - (V * out.N if target is None else 0.0)
    out.outer, out.work = outer, work
    return out


def free_energy(s, P):
    """A[P] evaluated directly from its definition."""
    q = s.to_site @ sum(np.diag(p) for p in P) - s.n0
    x = np.clip(np.concatenate([np.linalg.eigvalsh(p) for p in P]), 0, 1)
    return (sum(np.sum(h * p) for h, p in zip(s.h, P)) + q @ s.G @ q / 2
            + s.kT * np.sum(xlogy(x, x) + xlogy(1 - x, 1 - x)))


def separated_energy(s):
    """Neutral metal cluster plus neutral triplet O2, far apart."""
    e, c = np.linalg.eigh(s.h[0][:s.m, :s.m])
    occupation = (c ** 2) @ expit((FERMI - e) / s.kT)
    assert np.allclose(occupation, 0.5, atol=1e-10)   # cluster is neutral
    return (-2 * s.kT * np.logaddexp(0, (FERMI - e) / s.kT).sum()
            + FERMI * s.m + 2 * LEVEL_MAJOR)


print(f"Coulomb constant {COULOMB:.5f} eV nm; site repulsion {U_SITE:.3f} eV")
print(f"spacing {SPACING} nm; metal hopping {HOP} eV; Fermi level {FERMI} eV")
print(f"charge width {WIDTH} nm; electronic kT {KT} eV")
print(f"O2 affinity {AFFINITY} eV, ionization {IONIZATION} eV (rough inputs)")
print(f"pi* levels: filled {LEVEL_MAJOR:.3f} eV, empty {LEVEL_MINOR:.3f} eV")
print(f"O2 hopping {HOP_O} eV at {R_HOP} nm, decay length {DECAY} nm")

# Constrained and unconstrained energies along the approach
print("height nm | free: extra e, A eV | neutral: V, A eV | anion: V, A eV")
saved = {}
for z in (0.20, 0.25, 0.30, 0.40, 0.50):
    s = Surface(z)
    assert np.linalg.eigvalsh(s.G).min() > 0
    ref = separated_energy(s)
    free, neutral, anion = solve(s), solve(s, 2.0), solve(s, 3.0)
    assert free.A <= min(neutral.A, anion.A) + 1e-7
    saved[z] = (s, ref, free, neutral, anion)
    print(f"{z:.2f} | {free.N - 2:.4f}, {free.A - ref:.4f} | "
          f"{neutral.V:.4f}, {neutral.A - ref:.4f} | "
          f"{anion.V:.4f}, {anion.A - ref:.4f}")
assert abs(saved[0.50][3].A - saved[0.50][1]) < 0.01
for z in saved:
    gap = saved[z][4].A - saved[z][3].A
    print(f"anion minus neutral at {z:.2f} nm: {gap:.4f} eV")

s, ref, free, neutral, anion = saved[0.30]
print(f"anion at 0.30 nm: outer steps {anion.outer}, inner searches "
      f"{len(anion.work)}, diagonalizations {sum(anion.work)}")

# Inner search at a frozen mean field taken from the neutral state
u = s.G @ neutral.q
V_root, st_root, trace = inner_search(s, u, 3.0, 12.0)
starts = (-40.0, -12.0, 0.0, 12.0, 40.0)
runs = [inner_search(s, u, 3.0, v) for v in starts]
assert max(abs(r[0] - V_root) for r in runs) < 1e-7
print(f"frozen-field root V = {V_root:.6f} eV; evaluations from starts "
      f"-40,-12,0,12,40 eV: {[len(r[2]) for r in runs]}")
print("safeguarded V (eV):", " ".join(f"{v:.4f}" for v in trace))
V_plain, plain = 12.0, [12.0]
for _ in range(50):
    st = State(s, u, V_plain)
    V_plain += (st.n[-1] - 3.0) / max(-st.slope(), 1e-300)
    plain.append(V_plain)
    if abs(V_plain) > 1000:
        break
assert abs(V_plain) > 1000
print(f"plain Newton from 12 eV: V = {plain[-1]:.3e} eV "
      f"after {len(plain) - 1} step(s)")

# Derivatives and concavity of the frozen-field dual, from computed energies
Vt, d = V_root + 0.05, 1e-4
a, b, c = (State(s, u, Vt + k * d) for k in (-1, 0, 1))
assert abs((c.free - a.free) / (2 * d) - b.n[-1]) < 1e-5
fd_slope = (c.n[-1] - a.n[-1]) / (2 * d)
assert abs(fd_slope / b.slope() - 1) < 1e-4
print(f"frozen dN_O/dV at V = {Vt:.4f} eV: formula {b.slope():.5f}, "
      f"difference {fd_slope:.5f} per eV")
frozen = np.array([State(s, u, v).free for v in np.linspace(-14, 14, 57)])
assert np.diff(frozen, 2).max() < 1e-9 and np.diff(frozen, 2).min() < -0.01

# Full dual: concavity, lower bound, and equality at the optimal multiplier
V_grid = np.arange(-9.0, 2.0)
W = np.array([solve(s, None, v).dual - 3.0 * v for v in V_grid])
assert np.diff(W, 2).max() < 1e-7
assert W.max() <= anion.A + 1e-7
check = solve(s, None, anion.V)
assert abs(check.N - 3) < 1e-5 and abs(check.A - anion.A) < 1e-4
assert abs(check.dual - 3 * anion.V - anion.A) < 1e-6
print(f"dual below constrained energy at V = -9, -4, 1 eV: "
      f"{anion.A - W[0]:.4f}, {anion.A - W[5]:.4f}, {anion.A - W[10]:.4f} eV")

# Primal test: explicit feasible density matrices all lie higher
P = anion.state.density()
assert abs(free_energy(s, P) - anion.A) < 1e-6
rng = np.random.default_rng(4)
rises = []
for _ in range(6):
    Q = inner_search(s, rng.normal(size=s.m + 1), 3.0, 0.0)[1].density()
    for mix in (0.05, 0.3, 1.0):
        trial = [(1 - mix) * p + mix * x for p, x in zip(P, Q)]
        rises.append(free_energy(s, trial) - anion.A)
assert min(rises) > 0
print(f"smallest rise among {len(rises)} feasible trials: {min(rises):.5f} eV")

# The multiplier is minus the derivative of the constrained energy
up, down = solve(s, 3.01), solve(s, 2.99)
derivative = (up.A - down.A) / 0.02
assert abs(derivative + anion.V) < 2e-3
print(f"dA_c/dN_c = {derivative:.5f} eV; multiplier V = {anion.V:.5f} eV")

# Self-consistent response against differences of full solutions
X = anion.state.response()
screened = np.linalg.solve(np.eye(s.m + 1) - X @ s.G, X)[-1, -1]
d = 1e-3
fd = (solve(s, None, anion.V + d).N - solve(s, None, anion.V - d).N) / (2 * d)
assert abs(fd / screened - 1) < 2e-3 and abs(screened) < abs(X[-1, -1])
print(f"anion dN_O/dV: frozen {X[-1, -1]:.4f}, self-consistent "
      f"{screened:.4f} per eV")

# Non-convex functional: one electron, two sites, attraction -J n^2/2
J, t = 4.0, 0.2
n = np.linspace(0, 1, 20001)
E = J * n / 2 - J * n ** 2 / 2 - 2 * t * np.sqrt(n * (1 - n))
dual_max = max(np.min(E + v * (n - 0.5)) for v in np.linspace(-3, 3, 601))


def two_site(v):
    level = J / 2 - J * 0.5 + v          # mean field frozen at n = 1/2
    return np.linalg.eigh([[level, -t], [-t, 0.0]])[1][:, 0]


v_half = brentq(lambda v: two_site(v)[0] ** 2 - 0.5, -3, 2.5)
vec = two_site(v_half)
n_half = vec[0] ** 2
E_half = J * n_half / 2 - J * n_half ** 2 / 2 - 2 * t * abs(vec[0] * vec[1])
gap_formula = (J - 4 * t) ** 2 / (8 * J)
assert abs(E_half - dual_max - gap_formula) < 1e-5
n_low, n_high = n[np.argmin(E + 0.01 * n)], n[np.argmin(E - 0.01 * n)]
assert n_low < 0.1 and n_high > 0.9
print(f"non-convex case J = {J} eV, t = {t} eV: constrained {E_half:.5f} eV, "
      f"dual maximum {dual_max:.5f} eV")
print(f"  gap {E_half - dual_max:.5f} eV, formula {gap_formula:.5f} eV; "
      f"n at V = +0.01, -0.01 eV: {n_low:.4f}, {n_high:.4f}")

# Size of neglected effects at 0.30 nm
gap = anion.A - neutral.A
big = Surface(0.30, 6, 6, 3)
gap_big = solve(big, 3.0).A - solve(big, 2.0).A
kT_room = const.k * 300 / const.e
cold = Surface(0.30, kT=kT_room)
gap_cold = solve(cold, 3.0).A - solve(cold, 2.0).A
stiffness, stretch = 600.0, 0.014      # N/m and nm, rough values for O2-
bond = 0.5 * stiffness * (stretch * 1e-9) ** 2 / const.e
mean_level = abs(FERMI + LEVEL_MAJOR) / 2
overlap = s.coupling2 / (1.75 * mean_level)
print("neglected effects at 0.30 nm:")
print(f"  cluster {s.m} -> {big.m} sites changes the gap by "
      f"{gap_big - gap:.4f} eV")
print(f"  kT {KT} -> {kT_room:.5f} eV (300 K) changes the gap by "
      f"{gap_cold - gap:.4f} eV")
print(f"  population shifted by 0.1 e: anion energy moves about "
      f"{0.1 * abs(anion.V):.4f} eV")
print(f"  O-O stretch, {stiffness:.0f} N/m and {stretch} nm (rough): "
      f"{bond:.3f} eV")
print(f"  frontier-orbital overlap repulsion, estimate: {overlap:.4f} eV")
print("done: every assertion held")
```

It prints:

```
Coulomb constant 1.43996 eV nm; site repulsion 8.124 eV
spacing 0.286 nm; metal hopping 1.0 eV; Fermi level -4.2 eV
charge width 0.1 nm; electronic kT 0.05 eV
O2 affinity 0.4 eV, ionization 12.0 eV (rough inputs)
pi* levels: filled -7.938 eV, empty -4.462 eV
O2 hopping 1.0 eV at 0.25 nm, decay length 0.1 nm
height nm | free: extra e, A eV | neutral: V, A eV | anion: V, A eV
0.20 | 0.2553, -0.6652 | 2.0791, -0.4247 | -3.7513, 0.7832
0.25 | 0.1737, -0.2933 | 2.1549, -0.1484 | -4.4564, 1.6155
0.30 | 0.1196, -0.1329 | 2.2354, -0.0514 | -5.0686, 2.1602
0.40 | 0.0735, -0.0344 | 2.3957, -0.0061 | -5.9600, 2.7569
0.50 | 0.0640, -0.0189 | 2.5660, -0.0007 | -6.5514, 3.0727
anion minus neutral at 0.20 nm: 1.2079 eV
anion minus neutral at 0.25 nm: 1.7639 eV
anion minus neutral at 0.30 nm: 2.2116 eV
anion minus neutral at 0.40 nm: 2.7630 eV
anion minus neutral at 0.50 nm: 3.0735 eV
anion at 0.30 nm: outer steps 5, inner searches 6, diagonalizations 36
frozen-field root V = 0.231339 eV; evaluations from starts -40,-12,0,12,40 eV: [16, 12, 5, 12, 16]
safeguarded V (eV): 12.0000 10.0000 6.0000 -2.0000 2.0000 0.0000 1.0000 0.5000 0.2500 0.2312 0.2313 0.2313
plain Newton from 12 eV: V = -8.521e+03 eV after 1 step(s)
frozen dN_O/dV at V = 0.2813 eV: formula -4.15705, difference -4.15705 per eV
dual below constrained energy at V = -9, -4, 1 eV: 1.3874, 0.1032, 3.2266 eV
smallest rise among 18 feasible trials: 0.25002 eV
dA_c/dN_c = 5.06858 eV; multiplier V = -5.06858 eV
anion dN_O/dV: frozen -4.4609, self-consistent -0.1809 per eV
non-convex case J = 4.0 eV, t = 0.2 eV: constrained 0.30000 eV, dual maximum -0.02000 eV
  gap 0.32000 eV, formula 0.32000 eV; n at V = +0.01, -0.01 eV: 0.0100, 0.9900
neglected effects at 0.30 nm:
  cluster 48 -> 108 sites changes the gap by -0.0448 eV
  kT 0.05 -> 0.02585 eV (300 K) changes the gap by -0.0259 eV
  population shifted by 0.1 e: anion energy moves about 0.5069 eV
  O-O stretch, 600 N/m and 0.014 nm (rough): 0.367 eV
  frontier-orbital overlap repulsion, estimate: 0.0142 eV
done: every assertion held
```
